# Vibrational Cooling, Plasma Density and the Limits of Fixed Electron Temperature

## The result

A steady molecular plasma absorbs a power $P$. If its electrons are Maxwellian with the same temperature throughout the chamber, particle balance fixes that temperature $T_e$ and power balance then fixes the density $n$. Opening a vibrational loss channel leaves $T_e$ where it was and divides the density:

$$
\frac{n_{\rm without}}{n_{\rm with}}=1+\frac{L_{\rm vib}}{L_{\rm other}} .
$$

Here $L$ is the energy lost per electron and per second. Vibrational collisions create no electrons and remove none, so they are absent from the particle balance. They must still be paid for, and in the example below an electron makes more than 20,000 of them in the time it needs to produce one ionization.

In the nitrogen-like example below the ratio is 6.8. Besides the uniform temperature, this number rests mainly on two conditions: the electrons keep a Maxwellian distribution, and the molecules get rid of their vibrational energy. The first of these two fails badly in the example. With the distribution calculated from a kinetic equation the ratio is about 1.5 to 1.6, and the mean electron energy does change.

Throughout, $T_e$ and all energies $\varepsilon$ are in eV, so the elementary charge $e$ appears explicitly; other quantities are in SI units unless marked. $N$ is the gas density, $V$ the volume, $n$ the volume-averaged electron density and $K$ a rate coefficient.

## First contribution: particle balance

Assume one kind of positive ion, no negative ions, ionization by single electron impact on ground-state molecules, and loss of charge only at the walls. The last assumption leaves out recombination in the volume, which gains weight as the density rises and makes the balance depend on $n$. In the 20 W example below, a dissociative-recombination coefficient of roughly $4\times10^{-14}$ m³/s would add about 9% to the loss without vibration and about 1% with it; $T_e$ would then differ by about 0.01 eV between the two cases and the density ratio would be about 6.5 instead of 6.8. Take $T_e$ as uniform in space, which holds if every electron is heated equally wherever it is. With uneven heating, a new loss channel can change the temperature profile and with it the mean $T_e$. Under these assumptions each electron ionizes at the rate $NK_{iz}$.

**Loss.** Electrons are so mobile that pressure and field nearly balance for them. The field is $\mathcal E=-T_e\nabla n/n$. It drives ions of mobility $\mu_i$ with the flux

$$
\Gamma=\mu_i n\mathcal E=-\mu_iT_e\nabla n .
$$

The ions' own diffusion is smaller by the ratio of ion to electron temperature, under 2% here, and is dropped. In steady state $\nabla\cdot\Gamma=NK_{iz}n$, so

$$
-\mu_iT_e\nabla^2n=NK_{iz}n .
$$

In a cylinder of radius $R$ and length $L_z$, with $n\approx0$ at the walls, the positive solution is $J_0(2.405\,r/R)\sin(\pi z/L_z)$. For it $-\nabla^2n=n/\Lambda^2$, and hence

$$
NK_{iz}(T_e)=\nu_w,\qquad \nu_w=\frac{\mu_iT_e}{\Lambda^2},\qquad \frac1{\Lambda^2}=\left(\frac{\pi}{L_z}\right)^2+\left(\frac{2.405}{R}\right)^2 .
$$

The density has cancelled. Neither $P$ nor any vibrational rate appears, so at fixed gas density and geometry this equation determines $T_e$ by itself.

**Ionization rate.** The Maxwellian energy distribution is $2\pi^{-1/2}T_e^{-3/2}\sqrt{\varepsilon}\,e^{-\varepsilon/T_e}$, and the speed is $\sqrt{2e\varepsilon/m}$. With $x=\varepsilon/T_e$ the average of $\sigma v$ becomes

$$
K=\bar v\int_0^\infty x e^{-x}\sigma(xT_e)\,dx,\qquad \bar v=\sqrt{\frac{8eT_e}{\pi m}} .
$$

Near the threshold $U$ take $\sigma_{iz}=s(\varepsilon-U)$. Put $u=U/T_e$ and $x=u+y$:

$$
K_{iz}=\bar v sT_e e^{-u}\int_0^\infty(u+y)y e^{-y}dy=\bar v s\,(U+2T_e)\,e^{-U/T_e},
$$

because $\int ye^{-y}dy=1$ and $\int y^2e^{-y}dy=2$.

**Stiffness.** Multiply the wall loss by a constant factor and ask how far $T_e$ moves. Since $\bar v\propto T_e^{1/2}$,

$$
\frac{d\ln K_{iz}}{d\ln T_e}=\frac12+\frac{2T_e}{U+2T_e}+\frac{U}{T_e}.
$$

The wall rate is itself proportional to $T_e$, which subtracts 1. A fractional change in the loss factor is therefore divided by

$$
S=\frac{U}{T_e}+\frac{2T_e}{U+2T_e}-\frac12 .
$$

For $T_e\ll U$ this is large. That is why $T_e$ moves little even when losses or gas density change somewhat. For the vibrational channel alone, in this Maxwellian model, it does not move at all.

## Second contribution: what each electron pays

The absorbed power must cover all electron losses:

$$
P=eVnL,\qquad L=N\sum_jK_j\varepsilon_j+\nu_w\varepsilon_w .
$$

The sum runs over ionization, electronic excitation, vibration and elastic collisions. $P$ is the power given to electrons; power spent on accelerating ions through driven sheaths is not included.

The wall cost $\varepsilon_w$ has three parts. A Maxwellian electron striking the wall carries $2T_e$. The sheath voltage $V_s$ makes the electron flux equal the ion flux, $\tfrac14\bar v e^{-V_s/T_e}=u_B$, with $u_B=\sqrt{eT_e/M}$ and $M$ the ion mass. This gives $V_s=\tfrac12T_e\ln(M/2\pi m)$. Finally, the potential falls by about $T_e\ln(n/n_s)$ between the plasma and the sheath edge, where $n_s=\nu_wnV/(Au_B)$ and $A$ is the wall area.

Divide $L$ by the number of pairs that one electron produces per second, $\nu_w=NK_{iz}$. The cost of one electron-ion pair is

$$
\varepsilon_T=\frac{L}{\nu_w}=U+\varepsilon_w+\varepsilon_{ex}\frac{K_{ex}}{K_{iz}}+\varepsilon_v\frac{K_{vib}}{K_{iz}}+\varepsilon_{el},
\qquad n=\frac{P}{eV\nu_w\varepsilon_T},
$$

where $\varepsilon_{el}$ is the elastic cost. An electron lives for $1/\nu_w$ and meanwhile makes $NK_{vib}/\nu_w=K_{vib}/K_{iz}$ vibrational collisions. That number is large because the vibrational resonance lies at a few eV, where electrons are plentiful, while ionization draws on the tail above $U$. A cheap collision repeated so often outweighs the ionization energy.

## Weighing the channels

The chamber has $R=L_z=15$ cm. It holds gas at 100 mTorr and 300 K and absorbs 20 W. The model inputs, rough and rounded for nitrogen, are:

- ionization: $U=15.6$ eV, $s=6\times10^{-22}$ m²/eV
- electronic excitation: $5\times10^{-21}$ m² above 8 eV, costing 8 eV
- vibration: $5\times10^{-20}$ m² between 1.7 and 3.3 eV, costing $\varepsilon_v=0.6$ eV, two quanta of 0.3 eV
- momentum transfer: $10^{-19}$ m²
- ion mobility: 2.0 cm²/Vs at a gas density of $2.687\times10^{25}$ m⁻³, varying as $1/N$

With $N=3.22\times10^{21}$ m⁻³ and $\Lambda=3.79$ cm, particle balance gives $T_e=1.61$ eV. The mobility is then 1.67 m²/Vs, and $\nu_w=1.67\times1.606/0.0379^2\approx1870$ s⁻¹, an electron life of 0.54 ms.

In that life an electron makes one ionization, about 300 electronic excitations and about 23,600 vibrational collisions. The cost per pair follows:

| Channel | Cost (eV) |
|---|---:|
| Ionization | 15.6 |
| Wall | 16.1 |
| Elastic | 18.4 |
| Electronic | 2405 |
| Vibrational | 14175 |

Without vibration the total is about 2455 eV; with it, 16,630 eV. Using $V=0.0106$ m³,

$$
n_{\rm with}=\frac{20}{(1.602\times10^{-19})(0.0106)(1865)(16630)}\approx3.8\times10^{14}\ \mathrm{m^{-3}} .
$$

Without vibration $n=2.6\times10^{15}$ m⁻³. The ratio is $16630/2455=6.8$ at the same $T_e$ and power.

The same state was reached without assuming steady balance. The coupled equations

$$
\frac{d\ln n}{dt}=NK_{iz}-\nu_w,\qquad
\frac32\frac{d(nT_e)}{dt}=\frac{P}{eV}-nL
$$

were integrated for 50 ms from $n=2\times10^{14}$ m⁻³ and $T_e=3$ eV. Both runs ended at 1.606 eV, with the two densities found above. Doubling the power with vibration present doubled $n$ and left $T_e$ unchanged.

**Pressure.** Particle balance gives $K_{vib}/K_{iz}=N\Lambda^2K_{vib}/(\mu_iT_e)$. Since $\mu_i\propto1/N$, this grows as $N^2K_{vib}/T_e$. At fixed geometry and gas temperature the results are:

| Pressure (mTorr) | $T_e$ (eV) | Density ratio |
|---:|---:|---:|
| 50 | 1.89 | 3.8 |
| 100 | 1.61 | 6.8 |
| 200 | 1.40 | 12.3 |

The density ratio grows more slowly than $K_{vib}/K_{iz}$ because electronic excitation per pair also rises as $T_e$ falls. Towards low pressure $T_e$ rises, ionization becomes easier, and vibrational cooling loses its weight.

**A small change in $T_e$ is not a small change in cost.** Here $S=9.4$. Doubling the wall loss should raise $T_e$ by the factor $2^{1/9.4}=1.08$; the solved balance gives 1.73 eV, in agreement. Yet the density ratio drops from 6.8 to 5.1. The competing electronic rate is

$$
K_{ex}=\bar v\sigma_{ex}(1+a)e^{-a},\qquad a=\frac{8\ \mathrm{eV}}{T_e}=4.98,
$$

from the same integral with a step cross section. Its logarithmic slope is $\tfrac12+a^2/(1+a)=4.6$, so an 8% rise in $T_e$ raises it by about 40%. The vibrational rate hardly changes, and its relative weight falls accordingly.

## Third contribution: energy returned by excited molecules

So far the molecules were vibrationally cold. Excited ones can return energy to electrons. Take a harmonic ladder with quantum $w=\varepsilon_v/2$, populations $N_k\propto e^{-kw/T_v}$, and the same two-quantum excitation rate from every level. Detailed balance with Maxwellian electrons makes the reverse coefficient $K_{vib}e^{\varepsilon_v/T_e}$. The net number of excitations per electron and second is

$$
K_{vib}\left[\sum_{k\ge0}N_k-e^{\varepsilon_v/T_e}\sum_{k\ge0}N_{k+2}\right].
$$

Since $N_{k+2}=N_ke^{-\varepsilon_v/T_v}$, this equals $NK_{vib}\,g$ with

$$
g=1-\exp\left[-\varepsilon_v\left(\frac1{T_v}-\frac1{T_e}\right)\right].
$$

For $T_v\ll T_e$ and $T_v\ll\varepsilon_v$, $g$ is near 1. When $T_v$ reaches $T_e$, the net cooling vanishes.

The vibrational temperature follows from pumping against wall quenching:

$$
nK_{vib}\varepsilon_vg=\frac{\epsilon(T_v)-\epsilon(T_g)}{\tau_v},\qquad \epsilon(T)=\frac{w}{e^{w/T}-1},
$$

where $T_g$ is the gas temperature in eV. For $\tau_v$ add the diffusion time to the wall and the waiting time for a quenching hit. With quenching probability $\gamma$, thermal speed $\bar v_g$ and excited density $N^*$, the net flux $\Gamma^*$ obeys $\Gamma^*=\gamma(N^*\bar v_g/4+\Gamma^*/2)$; the last term corrects the incoming flux for the net drift. Solving for $\Gamma^*$ gives

$$
\tau_v\approx\frac{\Lambda^2}{D}+\frac{2V(2-\gamma)}{A\gamma\bar v_g}.
$$

The diffusion coefficient $D$ is taken as 0.2 cm²/s at 1 atm and 300 K, scaled as $1/N$. With the Maxwellian costs above, the density ratio becomes $1+14175g/2455$:

| Power (W) | $\gamma$ | $\tau_v$ (ms) | $g$ | Ratio |
|---:|---:|---:|---:|---:|
| 20 | 0.01 | 41 | 0.88 | 6.1 |
| 20 | 0.001 | 324 | 0.27 | 2.6 |
| 500 | 0.01 | 41 | 0.08 | 1.5 |

Strong cooling therefore needs a drain for vibrational energy as well as a large excitation rate. In the last two rows $T_v$ exceeds 10,000 K. A harmonic ladder without dissociation is not credible there, so these rows show the trend towards saturation rather than a predicted temperature. The 500 W row also keeps the gas at 300 K and ignores volume recombination, and neither is safe at that power.

## Fourth contribution: the shape of the electron distribution

A Maxwellian has one parameter, so fixing $K_{iz}$ fixes everything else about it. Electron-electron collisions would have to maintain that shape. At thermal speed their rate is about $6\times10^3$ s⁻¹ in the example, against $4\times10^7$ s⁻¹ for vibrational collisions. They cannot do so.

The opposite limit leaves them out. Write the distribution as $f_0+f_1\cos\theta$, with $\theta$ the angle to the field axis. Balance of acceleration against momentum transfer gives $f_1=(F/\sigma_m)\,df_0/d\varepsilon$, with $F=\mathcal E/N$ now the heating field divided by gas density. Inserting this in the isotropic part of the Boltzmann equation gives

$$
\frac{\kappa F^2}{3}\frac{d}{d\varepsilon}\left(\frac{\varepsilon}{\sigma_m}\frac{df_0}{d\varepsilon}\right)+C[f_0]=0,\qquad \kappa=\sqrt{\frac{2e}{m}},\qquad \int\sqrt\varepsilon f_0\,d\varepsilon=1 .
$$

$C$ contains the elastic and inelastic losses per unit gas density, with cold molecules. Ionization counts in it as an energy loss only; the birth and wall loss of electrons, rare beside the other collisions, are left out of this equation. It also treats the heating field as steady and the plasma as uniform, as if electrons lost their energy where they gained it. Without vibration this is only a moderate approximation: they diffuse roughly 1.7 cm while losing their energy, against $\Lambda=3.8$ cm. The field is adjusted until ionization matches wall loss. In that loss the characteristic energy, diffusion coefficient over mobility of the electrons, replaces $T_e$. The solutions are:

| Vibration | $\mathcal E/N$ (Td) | ⅔ mean energy (eV) | $n$ (m⁻³) |
|---|---:|---:|---:|
| Without | 61.8 | 2.61 | $7.4\times10^{14}$ |
| With | 65.3 | 1.43 | $4.7\times10^{14}$ |

The density still falls, but by a factor 1.6. Particle balance holds in both cases, yet the effective temperature drops by 45% in this two-term approximation. With vibration the approximation is strained, because $f_0$ falls steeply across the resonance and $|f_1/f_0|$ reaches about 1.1 there. Without the angular truncation, for isotropic scattering, the value 1.43 eV becomes about 1.54 eV at the same field and about 1.49 eV once particle balance is restored; the drop is then about 43% and the density ratio about 1.5. Taking $10^{-19}$ m² as the elastic part only, with the inelastic cross sections added to it, also gives a ratio near 1.5. Particle balance requires ionization to match the wall loss, and that loss itself changes with the characteristic energy. The balance determines the mean energy once the shape of the distribution is given, as it is for a Maxwellian.

The factor 1.6 can be split. Multiply the kinetic equation by $N\varepsilon$ and integrate by parts. For constant $\sigma_m$ the heating per electron is

$$
-\frac{N\kappa F^2}{3\sigma_m}\int\varepsilon\frac{df_0}{d\varepsilon}d\varepsilon
=\frac{N\kappa F^2}{3\sigma_m}\int f_0\,d\varepsilon .
$$

This is electron mobility times field squared. The field contributes $(65.3/61.8)^2=1.12$. The remaining 1.42 is the higher mobility of the colder bulk electrons, apart from the small wall cost.

Most of the difference from the Maxwellian ratio lies in the reference case. Without vibration, the kinetic density is 3.5 times lower than the Maxwellian one; with vibration it is 1.2 times higher. The product, 4.3, accounts for the fall from 6.8 to 1.6. Both the wall loss rate and the cost per pair differ between the two descriptions. Without vibration the kinetic values are about 1.8 and 1.9 times the Maxwellian ones; with vibration both are about 10% lower.

Could a denser plasma restore the Maxwellian? The electron-electron collision rate scales as $n$ times a slowly falling Coulomb logarithm, so matching the vibrational rate would take a density roughly $10^4$ times higher, near $4\times10^{18}$ m⁻³. This is an order-of-magnitude guide for the bulk electrons; fast electrons exchange energy with the others less often, so a Maxwellian tail would need a higher density still. Already at $4\times10^{18}$ m⁻³ each molecule would be excited every 20 µs or so, far faster than the 41 ms drain. In this chamber the two conditions for the large ratio work against each other in steady state.

## Reading the result for a real discharge

The pressure and chamber size suit low-pressure nitrogen processing, but 20 W in 10.6 litres is weak. The resulting density, about $4\times10^8$ cm⁻³, is well below that of typical inductive processing plasmas, roughly $10^{10}$ cm⁻³ and above. The quenching probability 0.01 is also on the high side for nitrogen; values near 0.001 or lower are, roughly, more usual on glass and many metals.

Among the cases computed at 20 W, giving up the Maxwellian distribution moves the number most: 6.8 becomes 1.6. Slow quenching alone, with probability 0.001, gives 2.6; a still smaller probability would lower it further. If all the power heated the gas, with the heat source shaped like the density profile and a constant conductivity of 0.026 W/(m K), conduction would leave it about 100 K hotter on volume average (about 65 K for a uniform source). At fixed pressure, a uniform rise of this size thins the gas, raises $T_e$ to 1.72 eV and lowers the Maxwellian ratio to 5.3. The centre, where most electrons are, would be much hotter: in the same estimate the rise is about 190 K when weighted with the electron density and about 380 K at the centre, and uniform rises of these sizes give ratios of 4.5 and 3.5. Vibrational energy quenched at the wall does not heat the volume, so these rises are upper estimates. These corrections were evaluated separately and should not be multiplied. Uneven electron heating, stepwise ionization, volume recombination, dissociation and anharmonic vibrational pumping are left out. The numerical output below lists the values to more digits than these rough inputs justify for a real device.

## Calculated quantities

```
Input: pressure 100 mTorr, gas 300 K, power 20 W
Input: radius 15 cm, length 15 cm
Input: ionization threshold 15.6 eV, slope 6.0e-22 m2/eV
Input: electronic threshold 8.0 eV, sigma 5.0e-21 m2
Input: vibrational band 1.7-3.3 eV, sigma 5.0e-20 m2, loss 0.60 eV
Input: momentum-transfer sigma 1.0e-19 m2
Input: ion mobility 2.0 cm2/Vs at density 2.687e+25 m-3
Input: molecular diffusion 0.2 cm2/s at 1 atm, 300 K; heat conductivity 0.026 W/(m K)
Gas density: 3.219e+21 m-3; volume: 10.60 litre
Diffusion length: 3.79 cm
Electron temperature: 1.606 eV
Wall loss rate: 1865 s-1; electron life: 0.536 ms
K_iz: 5.795e-19, K_ex: 1.742e-16, K_vib: 1.369e-14 m3/s
Vibrational collisions per electron life: 23625
Electronic excitations per electron life: 301
Cost per pair, vibrational: 14175 eV
Cost per pair, electronic: 2405 eV
Cost per pair, elastic: 18.4 eV
Cost per pair, ionization: 15.6 eV; wall: 16.1 eV
Cost per pair, total with vibration: 16630 eV
Cost per pair, total without vibration: 2455 eV
Density with vibration: 3.795e+14 m-3
Density without vibration: 2.571e+15 m-3
Density ratio without/with: 6.77
Time integration with vibration: Te 1.606 eV, n 3.795e+14 m-3
Time integration without vibration: Te 1.606 eV, n 2.571e+15 m-3
Time integration, doubled power with vibration: Te 1.606 eV, n 7.590e+14 m-3
Stiffness S: 9.38
Doubled wall loss: Te 1.734 eV, ratio 5.07
Pressure 50 mTorr: Te 1.885 eV, K_vib/K_iz 4967, density ratio 3.82
Pressure 100 mTorr: Te 1.606 eV, K_vib/K_iz 23625, density ratio 6.77
Pressure 200 mTorr: Te 1.400 eV, K_vib/K_iz 106484, density ratio 12.31
Saturation, 20 W, wall quenching 0.01: life 41 ms, Tv 2839 K, g 0.875, ratio 6.05
Saturation, 20 W, wall quenching 0.001: life 324 ms, Tv 10059 K, g 0.273, ratio 2.58
Saturation, 500 W, wall quenching 0.01: life 41 ms, Tv 15265 K, g 0.079, ratio 1.46
Gas heating, upper estimate: 104 K; then Te 1.715 eV, ratio 5.27
Electron-electron collision rate: 5.6e+03 s-1; vibrational: 4.4e+07 s-1
Debye length: 0.48 mm
Boltzmann with vibration: E/N 65.3 Td, 2/3 mean energy 1.429 eV, n 4.654e+14 m-3
Boltzmann without vibration: E/N 61.8 Td, 2/3 mean energy 2.605 eV, n 7.401e+14 m-3
Boltzmann density ratio: 1.59 (coarser grid 1.59)
```
